# Linear and suddenly dropping adiabatic-connection integrands: correlation kinetic energy

**Question**

I am working on an exercise about the adiabatic connection, which writes the exchange-correlation energy as

$$E_{xc}=\int_0^1 W_\lambda\,d\lambda ,$$

where $\lambda$ scales the electron repulsion while the density stays fixed. I am asked to show two things:

1. If $W_\lambda$ is linear in $\lambda$, the formula becomes Becke's half-and-half rule, and $T_c=-E_c$.
2. If $W_\lambda$ drops immediately from its value at $\lambda=0$ to a constant, then $T_c=0$.

I can integrate a straight line, so I see where an average of two endpoint values comes from. But $W_\lambda$ contains only the electron repulsion. How can it tell me anything about $T_c$, which is a kinetic energy?

The second claim bothers me more. If the repulsion energy drops a lot, the wavefunction must have changed a lot. How can its kinetic energy not have changed? And is there any system that behaves like this?

**Answer**

The link you are missing is that the wavefunction at each $\lambda$ minimises kinetic energy plus $\lambda$ times repulsion. This ties every change in repulsion energy to a change in kinetic energy. I use Hartree atomic units throughout.

**What is being held fixed**

Take a ground-state density $n$. For each $\lambda$ between 0 and 1, let $\Psi_\lambda$ be the wavefunction that minimises $\langle T+\lambda V_{ee}\rangle$ among all wavefunctions with this density. Write

$$T(\lambda)=\langle\Psi_\lambda|T|\Psi_\lambda\rangle,\qquad V(\lambda)=\langle\Psi_\lambda|V_{ee}|\Psi_\lambda\rangle .$$

I assume for now that $\Psi_\lambda$ varies smoothly with $\lambda$, and that $\Psi_0$ is a single determinant, the Kohn–Sham one. Its kinetic energy is $T_s=T(0)$.

The Hartree energy $U_H$ depends on the density alone, so it is the same for every $\lambda$. The integrand is

$$W_\lambda=V(\lambda)-U_H .$$

The remaining definitions are

$$E_x=W_0,\qquad E_c=E_{xc}-E_x,\qquad T_c=T(1)-T_s ,$$

and $E_{xc}$ itself is defined by

$$T(1)+V(1)=T_s+U_H+E_{xc}. \tag{1}$$

Since $T_s$ is the lowest kinetic energy possible at this density, $T_c\ge 0$.

**Where the integral comes from**

Use $\Psi_\mu$ as a trial function for the problem at strength $\lambda$. This is allowed because it has the right density. The function $T(\mu)+\lambda V(\mu)$ is then smallest at $\mu=\lambda$, so its derivative with respect to $\mu$ vanishes there:

$$\frac{dT}{d\lambda}+\lambda\frac{dV}{d\lambda}=0. \tag{2}$$

Now differentiate the minimum itself. The product rule gives one extra term, and (2) removes the others:

$$\frac{d}{d\lambda}\big[T+\lambda V\big]=\frac{dT}{d\lambda}+\lambda\frac{dV}{d\lambda}+V=V(\lambda).$$

Integrating from 0 to 1 gives

$$T(1)+V(1)-T_s=\int_0^1V(\lambda)\,d\lambda=U_H+\int_0^1W_\lambda\,d\lambda .$$

By (1) the left side is $U_H+E_{xc}$. Cancelling $U_H$ leaves your starting formula.

The same trial-function argument shows that $W_\lambda$ cannot rise. For two strengths $\lambda$ and $\mu$,

$$T(\lambda)+\lambda V(\lambda)\le T(\mu)+\lambda V(\mu),$$
$$T(\mu)+\mu V(\mu)\le T(\lambda)+\mu V(\lambda).$$

Add the two lines. The kinetic terms cancel, and the rest can be collected as

$$(\lambda-\mu)\,[V(\lambda)-V(\mu)]\le 0 .$$

So a larger $\lambda$ never has a larger $V$. The total fall, $D=W_0-W_1$, is therefore not negative.

**How $T_c$ appears in the picture**

Put $T(1)=T_s+T_c$ and $V(1)=W_1+U_H$ into (1). After cancelling $T_s$ and $U_H$,

$$E_{xc}=T_c+W_1. \tag{3}$$

Since $W_1$ is a constant, it can be moved under the integral:

$$T_c=E_{xc}-W_1=\int_0^1(W_\lambda-W_1)\,d\lambda .$$

In the same way,

$$-E_c=W_0-E_{xc}=\int_0^1(W_0-W_\lambda)\,d\lambda .$$

Draw $W_\lambda$ against $\lambda$, inside a rectangle of width 1 whose top is at $W_0$ and whose bottom is at $W_1$. The area between the curve and the bottom is $T_c$. The area between the top and the curve is $-E_c$. Together they fill the rectangle:

$$T_c+(-E_c)=D. \tag{4}$$

Physically, correlation lowers the repulsion energy by $D$. Part of this gain, $T_c$, is spent on extra kinetic energy, and the rest, $-E_c$, is the net lowering. The shape of the curve decides how the gain is divided.

**The linear integrand**

A straight line from $W_0=E_x$ to $W_1$ is $W_\lambda=E_x-D\lambda$. Then

$$E_{xc}=E_x-D\int_0^1\lambda\,d\lambda=E_x-\frac D2=E_x-\frac{E_x-W_1}{2},$$

so that

$$E_{xc}=\tfrac12E_x+\tfrac12W_1 .$$

This is the half-and-half rule: half exact exchange and half the integrand at full interaction. To use it in practice one needs a value for $W_1$, and a local-density estimate is put in its place. That is a second approximation, separate from the straight line.

For the correlation parts,

$$E_c=E_{xc}-E_x=-\frac D2,$$
$$T_c=E_{xc}-W_1=\Big(E_x-\frac D2\Big)-(E_x-D)=\frac D2 .$$

Hence $T_c=-E_c$. In the picture, the line is the diagonal of the rectangle and cuts it into two equal triangles. Half of the gain in repulsion energy is paid back as kinetic energy.

**The immediate drop**

Now let $W_\lambda=E_x$ at $\lambda=0$ and $W_\lambda=W_1$ for every $\lambda>0$. A single point adds nothing to an integral, so

$$E_{xc}=W_1,\qquad T_c=E_{xc}-W_1=0,\qquad E_c=W_1-E_x=-D .$$

The curve runs along the bottom of the rectangle, and there is no area beneath it.

This integrand jumps at $\lambda=0$, which breaks the smoothness I assumed. It is safer to reach it as a limit. Let the integrand fall linearly over a width $\delta$ and stay constant afterwards:

$$W_\lambda=\begin{cases}W_0-D\lambda/\delta, & 0\le\lambda\le\delta,\\ W_0-D, & \delta\le\lambda\le1.\end{cases}$$

Integrate the two pieces separately:

$$E_{xc}=\Big(\delta W_0-\frac{D}{\delta}\frac{\delta^2}{2}\Big)+(1-\delta)(W_0-D)=W_0-D\Big(1-\frac\delta2\Big).$$

Subtracting $W_0$, and then $W_1=W_0-D$, gives

$$E_c=-D\Big(1-\frac\delta2\Big),\qquad T_c=\frac{\delta D}{2},\qquad \frac{T_c}{-E_c}=\frac{\delta}{2-\delta}.$$

At $\delta=1$ this is the linear case, with ratio 1. As $\delta\to0$ at fixed $D$, $T_c\to0$ and $E_c\to-D$. Both parts of your exercise are ends of one family.

For numbers, choose $W_0=-1.0$ and $W_1=-1.4$ hartree, so $D=0.4$ hartree:

- $\delta=1$: $T_c=0.4/2=0.2$ and $E_c=-0.2$ hartree.
- $\delta=0.1$: $T_c=0.1\times0.4/2=0.02$ and $E_c=-0.4\times0.95=-0.38$ hartree.
- $\delta=0.01$: $T_c=0.002$ and $E_c=-0.398$ hartree.

**Why a large change can cost no kinetic energy**

Equation (2) answers your second worry. Because $U_H$ is constant, $dV/d\lambda=dW_\lambda/d\lambda$, and so

$$\frac{dT}{d\lambda}=-\lambda\frac{dW_\lambda}{d\lambda},\qquad T_c=-\int_0^1\lambda\,\frac{dW_\lambda}{d\lambda}\,d\lambda .$$

Each bit of fall in $W_\lambda$ is paid for in kinetic energy at the rate $\lambda$, the strength at which it happens. When the repulsion is multiplied by a tiny $\lambda$, it can push the wavefunction into a new shape only if that shape costs very little kinetic energy. A large fall near $\lambda=0$ is therefore a sign that the change was cheap.

For the ramp, the slope is $-D/\delta$ up to $\lambda=\delta$ and zero beyond, which gives $T_c=(D/\delta)(\delta^2/2)=\delta D/2$, as before.

This also shows what a strict $T_c=0$ would require. The state $\Psi_1$ would have the same kinetic energy as $\Psi_0$, so it would also be a minimiser of $T$ at this density. With $D>0$ the two states are different, so the minimum at $\lambda=0$ would be degenerate. If that minimum is unique, $T_c=0$ with $D>0$ can be approached but not reached.

**A system that shows both limits**

Take a model of a two-electron bond: two equal sites, electrons of opposite spin, a hopping amplitude $-t$ between the sites, and a repulsion $U$ when both electrons are on the same site. Stretching the bond makes $t$ smaller. By symmetry there is one electron per site for every $\lambda$, so the density is fixed without any adjustment.

Label a state by the site of the spin-up electron, then that of the spin-down electron. The ground state is built from

$$|c\rangle=\frac{|1,2\rangle+|2,1\rangle}{\sqrt2},\qquad |i\rangle=\frac{|1,1\rangle+|2,2\rangle}{\sqrt2},$$

the covalent and ionic states. Moving either electron turns $|1,2\rangle$ into $|2,2\rangle$ or $|1,1\rangle$, so $T|1,2\rangle=-t\sqrt2\,|i\rangle$, and $T|2,1\rangle$ is the same. Hence $T|c\rangle=-2t|i\rangle$. The diagonal elements of $T$ are zero, and of these two states only $|i\rangle$ feels the repulsion. The remaining combinations, $(|1,2\rangle-|2,1\rangle)/\sqrt2$ and $(|1,1\rangle-|2,2\rangle)/\sqrt2$, give zero under $T$, so they are eigenstates of $T+\lambda V_{ee}$ with energies $0$ and $\lambda U$. The minimum found below, $\lambda U/2-\sqrt{4t^2+\lambda^2U^2/4}$, is negative, so these two states play no part in the ground state.

For $\Psi=\cos\theta\,|c\rangle+\sin\theta\,|i\rangle$,

$$\langle T\rangle=-4t\sin\theta\cos\theta=-2t\sin2\theta,$$
$$\langle V_{ee}\rangle=U\sin^2\theta=\tfrac U2(1-\cos2\theta).$$

Define $x=U/(4t)$, so that $\lambda U/2=2t\lambda x$. The energy to minimise is

$$\langle T+\lambda V_{ee}\rangle=\frac{\lambda U}{2}-2t\,\big(\sin2\theta+\lambda x\cos2\theta\big).$$

The bracket is the dot product of the unit vector $(\sin2\theta,\cos2\theta)$ with $(1,\lambda x)$. It is largest when the two are parallel:

$$\sin2\theta=\frac{1}{\sqrt{1+\lambda^2x^2}},\qquad \cos2\theta=\frac{\lambda x}{\sqrt{1+\lambda^2x^2}} .$$

In this lattice model $U_H=\frac U2(n_1^2+n_2^2)=U$. Therefore

$$T(\lambda)=-\frac{2t}{\sqrt{1+\lambda^2x^2}},\qquad W_\lambda=-\frac U2-\frac U2\,\frac{\lambda x}{\sqrt{1+\lambda^2x^2}} .$$

With $s=\sqrt{1+x^2}$, the kinetic part follows from its definition:

$$T_c=T(1)-T(0)=2t\Big(1-\frac1s\Big)=\frac{2t(s-1)}{s}.$$

The correlation energy follows from the integral. The antiderivative of $\lambda x/\sqrt{1+\lambda^2x^2}$ is $\sqrt{1+\lambda^2x^2}/x$, so

$$E_c=-\frac U2\,\frac{s-1}{x}=-2t(s-1),$$

where $U/x=4t$ was used. The ratio is

$$\frac{T_c}{-E_c}=\frac1s=\frac{1}{\sqrt{1+x^2}} .$$

For $x\ll1$ the square root in $W_\lambda$ is close to 1, the integrand is nearly linear, and the ratio tends to 1. For $x\gg1$ the integrand flattens once $\lambda$ is well above $1/x$, and the ratio tends to 0.

Here are three cases with $U=1$ hartree.

*Large hopping, $t=5$ hartree.* Here $x=0.05$. At $\lambda=0.5$ the integrand has made 0.5005 of its fall, where a straight line would give 0.5. The results are $E_c=-0.01249$ and $T_c=0.01248$ hartree, with ratio 0.999. This value of $t$ is chosen to display the linear limit and does not describe a real bond at equilibrium: full configuration interaction for H$_2$ at 0.74 Å gives a ratio near 0.8 (0.86 in cc-pVDZ, 0.82 in cc-pVTZ).

*Intermediate, $t=0.25$ hartree.* Here $x=1$ and $s=1.4142$, so

$$E_c=0.5\,(1-1.4142)=-0.2071,$$
$$T_c=0.5\,(1-0.7071)=0.1464\ \text{hartree}.$$

The ratio is 0.707, between the two limits.

*Stretched bond, $t=0.005$ hartree.* Here $x=50$. The integrand has made 98% of its fall by $\lambda=0.1$. The results are $E_c=-0.4901$ and $T_c=0.0098$ hartree, with ratio 0.02.

The stretched case shows the cheap change directly. At $\lambda=0$ both electrons occupy the same bonding orbital and are found on the same site half of the time, which gives $\langle V_{ee}\rangle=U/2$. At $\lambda=1$ they avoid each other, and $\langle V_{ee}\rangle=0.0001$ hartree. The wavefunction has changed a great deal. But the kinetic energy starts at $T_s=-2t=-0.01$ hartree, and $T(\lambda)=-2t/\sqrt{1+\lambda^2x^2}$ stays negative for every $\lambda$, so it can rise by no more than 0.01 hartree.

**How "immediate" the drop must be**

If the curve settles quickly onto its final value, the area under it is roughly its height times its width, so a narrow fall gives a small $T_c$ only if $D$ does not grow to compensate. A slow tail spoils this estimate: for a fall shaped like $(1+\lambda/\delta)^{-1/2}$, the integral from 0 to 1 is about $2\sqrt\delta$ and the endpoint value is about $\sqrt\delta$, so $T_c\approx D\sqrt\delta$ rather than $D\delta$. In the dimer at large $x$, the height is $D\approx U/2$ and the width is about $1/x=4t/U$. Their product is $2t$, which sets the scale of $T_c$. The numerical factor depends on the shape of the curve. For the ramp the area is half of height times width, $\delta D/2$. For the dimer, with $y=\lambda x$, the factor is $\int_0^\infty\big(1-y/\sqrt{1+y^2}\big)\,dy=\big[y-\sqrt{1+y^2}\big]_0^\infty=1$, in agreement with the limit $2t$ of $T_c=2t(1-1/s)$.

So the way the limit is taken matters. If the bond is stretched at fixed $U$, then $t\to0$ and $T_c$ itself vanishes. If $U$ grows at fixed $t$, $T_c$ tends to $2t$, and it is the ratio $T_c/(-E_c)$ that vanishes.

**When the half-and-half rule fails**

Its error can be found for any integrand. From the definition of $E_c$ and from (3), $W_0=E_{xc}-E_c$ and $W_1=E_{xc}-T_c$, so

$$\frac{W_0+W_1}{2}-E_{xc}=\frac{-E_c-T_c}{2}.$$

The rule is right when $T_c=-E_c$. If $W_\lambda$ is convex, the curve lies on or below its chord, so the straight line gives an $E_{xc}$ that is too high or just right. The integrand of the symmetric dimer is convex: with $y=\lambda x$, the function $y/\sqrt{1+y^2}$ has slope $(1+y^2)^{-3/2}$, which decreases with $y$, and it enters $W_\lambda$ with a minus sign.

For $t=0.25$ hartree the error is $(0.2071-0.1464)/2=0.0303$ hartree, about 15% of $|E_c|$. For the stretched bond, the rule gives $E_{xc}=-0.750$ hartree against the model's $-0.990$ hartree. The error of 0.240 hartree is about half of $|E_c|$. There the constant integrand does much better: it gives $E_{xc}\approx W_1=-0.9999$ hartree, which is too low by $T_c=0.0098$ hartree.

**If the two sites are not equal**

The symmetric dimer keeps its density by itself. In general the external potential has to change with $\lambda$ to hold the density. The derivation above did not need this potential, because every trial function had the same density.

The numerical check tests this on a dimer with $t=0.25$ hartree and site densities held at 1.4 and 0.6. The site-potential difference $v_1-v_2$ has to move from $-0.218$ hartree at $\lambda=0$ to $-0.939$ hartree at $\lambda=1$. The definition and the integral then both give $E_{xc}=-0.6811$ hartree, and the definition and the area both give $T_c=0.0517$ hartree.

## Table of computed values

```
Ramp model: W0 = -1.0, W1 = -1.4, D = 0.4 hartree
 delta = 1.00: E_xc = -1.2000, E_c = -0.2000, T_c = 0.2000 hartree, T_c/(-E_c) = 1.0000
 delta = 0.50: E_xc = -1.3000, E_c = -0.3000, T_c = 0.1000 hartree, T_c/(-E_c) = 0.3333
 delta = 0.10: E_xc = -1.3800, E_c = -0.3800, T_c = 0.0200 hartree, T_c/(-E_c) = 0.0526
 delta = 0.01: E_xc = -1.3980, E_c = -0.3980, T_c = 0.0020 hartree, T_c/(-E_c) = 0.0050
Symmetric dimer: U = 1.0 hartree
 t = 5.000 hartree, x = U/(4t) = 0.05, s = 1.00125
  T_s = -10.000000, <T>_1 = -9.987523, <V_ee>_1 = 0.475031 hartree
  E_x = W0 = -0.500000, W1 = -0.524969 hartree
  fraction of fall done at lam = 0.1: 0.1001, at lam = 0.5: 0.5005
  E_c = -0.012492, T_c = 0.012477 hartree, T_c/(-E_c) = 0.99875
  E_xc = -0.512492, half-and-half = -0.512484, immediate-drop rule = -0.524969 hartree
  half-and-half error = 0.000008, immediate-drop error = -0.012477 hartree
 t = 0.250 hartree, x = U/(4t) = 1.00, s = 1.41421
  T_s = -0.500000, <T>_1 = -0.353553, <V_ee>_1 = 0.146447 hartree
  E_x = W0 = -0.500000, W1 = -0.853553 hartree
  fraction of fall done at lam = 0.1: 0.1407, at lam = 0.5: 0.6325
  E_c = -0.207107, T_c = 0.146447 hartree, T_c/(-E_c) = 0.70711
  E_xc = -0.707107, half-and-half = -0.676777, immediate-drop rule = -0.853553 hartree
  half-and-half error = 0.030330, immediate-drop error = -0.146447 hartree
 t = 0.005 hartree, x = U/(4t) = 50.00, s = 50.01000
  T_s = -0.010000, <T>_1 = -0.000200, <V_ee>_1 = 0.000100 hartree
  E_x = W0 = -0.500000, W1 = -0.999900 hartree
  fraction of fall done at lam = 0.1: 0.9808, at lam = 0.5: 0.9994
  E_c = -0.490100, T_c = 0.009800 hartree, T_c/(-E_c) = 0.02000
  E_xc = -0.990100, half-and-half = -0.749950, immediate-drop rule = -0.999900 hartree
  half-and-half error = 0.240150, immediate-drop error = -0.009800 hartree
T_c at t = 0.0025 hartree: 0.004950 hartree, T_c/t = 1.9800
Asymmetric dimer: t = 0.25 hartree, n1 = 1.4, n2 = 0.6
 site-potential difference v1 - v2: -0.21822 at lam = 0, -0.93887 hartree at lam = 1
 E_xc from definition = -0.68112567, from integral = -0.68112567 hartree
 T_c from definition = 0.05165868, from area = 0.05165868 hartree
```
